\section*{Two Derivations of the Tunnelling Front and Logarithmic Threshold Recovery}

\section{Result}

Irradiation leaves positive charge in the oxide of a silicon device as trapped holes. Let $x$ be the depth into the oxide from the silicon, $d$ the oxide thickness, and let holes of uniform density $N$ fill $0<x<L$ at time $t=0$. Electrons tunnelling from the silicon neutralise a hole at depth $x$ at the rate
\begin{equation}
r(x)=\nu e^{-2\kappa x},\qquad \kappa=\frac{\sqrt{2m\phi}}{\hbar},
\label{rate}
\end{equation}
where $m$ is the tunnelling mass in the oxide, $\phi$ the barrier height above the electron's energy, and $\nu$ a rate prefactor. The boundary between neutralised and charged oxide lies at
\begin{equation}
x_m(t)=\frac{\ln(\nu t)}{2\kappa}.
\label{front}
\end{equation}
Its advance between two times is $\ln(t_2/t_1)/(2\kappa)$; the prefactor affects its position but not this advance. With Euler's constant $\gamma$ and
\begin{equation}
X=x_m+\frac{\gamma}{2\kappa},\qquad s^2=\frac{\pi^2}{24\kappa^2},
\end{equation}
the threshold-voltage shift caused by the remaining holes is
\begin{equation}
\Delta V(t)=-\frac{qN}{2\varepsilon}\left[(d-X)^2+s^2-(d-L)^2\right],
\label{result}
\end{equation}
where $q>0$ is the elementary charge and $\varepsilon$ the oxide permittivity. This holds for $\nu t\gg1$ and $\nu t\,e^{-2\kappa L}\ll1$: the front has left the silicon and has not reached the end of the trapped layer. The shift is quadratic in $\ln t$, and nearly linear while the advance of $X$ is small beside $d-X$.

\section{The tunnelling rate}

Measure energy from that of the tunnelling electron. In a flat barrier its wavefunction obeys
\begin{equation}
-\frac{\hbar^2}{2m}\psi''+\phi\psi=0,
\qquad\text{so}\qquad \psi''=\kappa^2\psi .
\end{equation}
The solution that decays away from the silicon is $\psi\propto e^{-\kappa x}$, and the electron density at a trap is proportional to $e^{-2\kappa x}$. The capture rate is taken as proportional to that density. The capture strength and the electron supply, both assumed steady, make up $\nu$. The electron starts at the silicon conduction-band edge, and any excess energy goes to the lattice at the trap.

The decay law was tested on the lowest state of a 6 nm silicon slab joined to a 3.1 eV barrier, with masses of 0.92 and 0.42 electron masses. Between depths of 0.5 and 1.5 nm the computed density decays at 11.669 nm$^{-1}$. The formula, with the barrier measured from that state's energy, gives 11.671 nm$^{-1}$; the difference is the error of the 0.01 nm grid.

Both derivations also assume that no holes are retrapped, that captured electrons do not tunnel back, and that holes do not leave by heat.

\section{First derivation: the charge profile at a fixed time}

The probability $p$ that a hole is still present obeys $\partial p/\partial t=-r(x)p$ with $p=1$ at $t=0$. Hence
\begin{equation}
p(x,t)=\exp\left(-\nu t e^{-2\kappa x}\right).
\end{equation}
Since $\nu t=e^{2\kappa x_m}$, this is
\begin{equation}
p=e^{-w},\qquad w=e^{-2\kappa(x-x_m)} .
\label{profile}
\end{equation}
Time enters through $x_m$ alone, so the profile moves without changing shape. From $dw/dx=-2\kappa w$,
\begin{equation}
\frac{\partial p}{\partial x}=2\kappa w e^{-w},\qquad
\frac{\partial^2p}{\partial x^2}=4\kappa^2w(w-1)e^{-w}.
\end{equation}
The second derivative changes from positive to negative at $w=1$. The profile is therefore steepest at $x=x_m$, where $p=1/e$. This proves \eqref{front}.

The front has a finite width. The values $p=0.1$ and $p=0.9$ occur at $w=\ln10$ and $w=\ln(10/9)$, and $x-x_m=-\ln w/(2\kappa)$, so
\begin{equation}
x_{90}-x_{10}=\frac{1}{2\kappa}\ln\frac{\ln10}{\ln(10/9)} .
\end{equation}

\subsection{From charge to threshold voltage}

At threshold the silicon surface potential and surface field have prescribed values. The additional potential $u(x)$ due to trapped charge $\rho=qNp$ must then satisfy $u(0)=u'(0)=0$. Poisson's equation $u''=-\rho/\varepsilon$, integrated twice, gives
\begin{align}
u'(x)&=-\frac1\varepsilon\int_0^x\rho(x')\,dx',\\
\Delta V=u(d)&=-\frac1\varepsilon\int_0^d dx\int_0^x\rho(x')\,dx'
=-\frac{qN}{\varepsilon}\int_0^L(d-x)p\,dx .
\label{poisson}
\end{align}
In the last step the order of integration was exchanged: the charge at $x'$ contributes for all $x$ from $x'$ to $d$, a length $d-x'$. Positive charge gives a negative shift, and charge near the silicon has the greatest effect.

Write $p=1-(1-p)$ and define the moments of the neutralised region,
\begin{equation}
M_0=\int_0^L(1-p)\,dx,\qquad M_1=\int_0^Lx(1-p)\,dx .
\end{equation}
Then
\begin{equation}
\Delta V=-\frac{qN}{\varepsilon}\left[dL-\frac{L^2}{2}-dM_0+M_1\right].
\label{moments}
\end{equation}

\subsection{The moments}

The profile $p$ rises from nearly 0 at the silicon to nearly 1 well beyond the front. It can be read as the cumulative distribution of a random depth with density $f=\partial p/\partial x$. Under the two conditions stated with \eqref{result}, the upper limit may be moved to infinity and the boundary terms dropped. Integration by parts gives
\begin{equation}
M_0=\int x f\,dx=\langle x\rangle,\qquad
M_1=\frac12\int x^2f\,dx=\frac12\langle x^2\rangle .
\end{equation}
In terms of $w$, the weight is $f\,dx=-e^{-w}dw$. As $x$ increases $w$ decreases, so reversing the limits removes the minus sign. The depth is $x=x_m-\ln w/(2\kappa)$, with $w$ distributed as $e^{-w}$ on $(0,\infty)$.

The averages of $\ln w$ follow from
\begin{equation}
\int_0^\infty w^a e^{-w}dw=\Gamma(1+a),\qquad
\ln\Gamma(1+a)=-\gamma a+\frac{\pi^2}{12}a^2+\cdots .
\end{equation}
The left side is $\langle e^{a\ln w}\rangle$. In the expansion of its logarithm, the coefficient of $a$ is the mean of $\ln w$ and that of $a^2$ is half its variance. Thus
\begin{equation}
\langle\ln w\rangle=-\gamma,\qquad \mathrm{var}(\ln w)=\frac{\pi^2}{6}.
\label{logs}
\end{equation}
Consequently $\langle x\rangle=x_m+\gamma/(2\kappa)=X$, and the variance of $x$ is $(\pi^2/6)/(4\kappa^2)=s^2$. The moments are
\begin{equation}
M_0=X,\qquad M_1=\frac{X^2+s^2}{2}.
\end{equation}
Inserting them in \eqref{moments}, and using
\begin{equation}
dL-\frac{L^2}{2}=\frac{d^2-(d-L)^2}{2},\qquad
\frac{d^2}{2}-dX+\frac{X^2}{2}=\frac{(d-X)^2}{2},
\end{equation}
gives \eqref{result}. A sharp step at $X$ would give the same expression without $s^2$. That term is constant in time, so a sharp step at $X$ also gives the same recovery between two times.

\section{Second derivation: the recovery accumulated in time}

Now follow the events instead of the profile. A sheet of holes of charge $\sigma$ per area at depth $x$, with the silicon field held fixed, has its whole image charge $-\sigma$ on the gate. Sheet and gate form a capacitor of thickness $d-x$, so the sheet lowers the threshold by $\sigma(d-x)/\varepsilon$. Neutralising it returns this voltage.

Holes in $dx$ are neutralised at the rate $Nr e^{-rt}dx$ per area. Multiplication by $t$ converts a rate per unit time to one per unit $\ln t$:
\begin{equation}
\frac{d\Delta V}{d\ln t}=\frac{qN}{\varepsilon}
\int_0^L(d-x)\,rt\,e^{-rt}\,dx .
\end{equation}
Label each hole by $z=rt$, and let $Z=\nu t$. Then $x=\ln(Z/z)/(2\kappa)$ and $dx=-dz/(2\kappa z)$. The factor $z$ cancels, because equal depth intervals contain equal intervals of $\ln r$:
\begin{equation}
\frac{d\Delta V}{d\ln t}=\frac{qN}{2\kappa\varepsilon}
\int_{z_L}^{Z}\left[d-\frac{\ln(Z/z)}{2\kappa}\right]e^{-z}dz,
\qquad z_L=Ze^{-2\kappa L}.
\label{slopefull}
\end{equation}
Without the lever arm in brackets, the integral gives the growth of the neutralised thickness,
\begin{equation}
\frac{dM_0}{d\ln t}=\frac{e^{-z_L}-e^{-Z}}{2\kappa}.
\label{window}
\end{equation}
This is nearly zero for $Z\ll1$, equals $1/(2\kappa)$ on the logarithmic plateau, and vanishes when $z_L\gg1$ because the layer is exhausted.

Before exhaustion set $z_L=0$. Integration by parts, with $1-e^{-z}$ as the antiderivative of $e^{-z}$, gives
\begin{equation}
\int_0^Z\ln\frac Zz\,e^{-z}dz=\int_0^Z\frac{1-e^{-z}}{z}dz
\equiv\mathrm{Ein}(Z).
\end{equation}
The boundary term vanishes at both ends. Hence
\begin{equation}
\frac{d\Delta V}{d\ln t}=\frac{qN}{2\kappa\varepsilon}
\left[d\,(1-e^{-Z})-\frac{\mathrm{Ein}(Z)}{2\kappa}\right].
\label{slopeein}
\end{equation}
A second integration by parts gives the behaviour at large $Z$:
\begin{equation}
\mathrm{Ein}(Z)=(1-e^{-Z})\ln Z-\int_0^Z\ln z\,e^{-z}dz
\;\longrightarrow\;\ln Z+\gamma=2\kappa X ,
\end{equation}
by the first average in \eqref{logs}. The slope is therefore
\begin{equation}
\frac{d\Delta V}{d\ln t}=\frac{qN}{\varepsilon}\,\frac{d-X}{2\kappa}.
\label{slope}
\end{equation}

To obtain the shift itself, integrate \eqref{slopeein} from $t=0$, using $d\ln t=dZ/Z$:
\begin{equation}
\Delta V(t)-\Delta V(0)=\frac{qN}{2\kappa\varepsilon}
\left[d\,\mathrm{Ein}(Z)-\frac1{2\kappa}\int_0^Z\mathrm{Ein}(z)\frac{dz}{z}\right].
\end{equation}
Two integrations by parts evaluate the last integral:
\begin{align}
\int_0^Z\mathrm{Ein}(z)\frac{dz}{z}
&=\ln Z\,\mathrm{Ein}(Z)-\int_0^Z\ln z\,\frac{1-e^{-z}}{z}dz\nonumber\\
&=\ln Z\,\mathrm{Ein}(Z)-\frac{\ln^2Z}{2}(1-e^{-Z})
+\frac12\int_0^Z\ln^2z\,e^{-z}dz\nonumber\\
&\longrightarrow\ln Z(\ln Z+\gamma)-\frac{\ln^2Z}{2}
+\frac12\left(\gamma^2+\frac{\pi^2}{6}\right)\nonumber\\
&=\frac{(\ln Z+\gamma)^2}{2}+\frac{\pi^2}{12}.
\end{align}
The mean square of $\ln z$ is its variance plus its squared mean, from \eqref{logs}. Division by $4\kappa^2$ turns the last line into $(X^2+s^2)/2$, so
\begin{equation}
\Delta V(t)-\Delta V(0)=\frac{qN}{\varepsilon}
\left[dX-\frac{X^2+s^2}{2}\right].
\end{equation}
Summing the sheets of the full layer gives $\Delta V(0)=-(qN/\varepsilon)(dL-L^2/2)$. Adding it and completing the square reproduces \eqref{result}.

\section{How straight the recovery is}

As a function of $X$, \eqref{result} has the constant second derivative $-qN/\varepsilon$. It lies above the chord between $X_1$ and $X_2$ by $(qN/2\varepsilon)(X-X_1)(X_2-X)$. The product is greatest midway, so
\begin{equation}
\delta_{\max}=\frac{qN}{8\varepsilon}(X_2-X_1)^2 .
\end{equation}
The recovery is $(qN/\varepsilon)(X_2-X_1)(d-\bar X)$, with $\bar X=(X_1+X_2)/2$. The relative departure from a straight line is
\begin{equation}
\frac{\delta_{\max}}{\Delta V_2-\Delta V_1}=\frac{X_2-X_1}{8(d-\bar X)} .
\label{straight}
\end{equation}
The density $N$ cancels. In this flat-barrier model the curvature comes from the shrinking lever arm $d-X$.

\section{What each derivation assumes}

Both use the same rate law, uniform density, initial condition and electrostatics. They differ in which assumptions can be relaxed.

The first needs the whole survival profile at one time. In return it shows that a spatial front exists and gives its shape. The second needs the distribution of $\ln r$, and depth enters only through the lever arm. If all the holes lay at one depth but had $\ln r$ spread evenly by some other cause, their neutralised number would still grow linearly in $\ln t$. A front moving through uniform trapped charge thus gives a nearly straight logarithmic recovery, but such a recovery does not prove that there is a front.

The second form also adapts readily to a finite exposure. Let holes be trapped at a constant rate for a duration $T$, and count $t$ from its end. A hole then has age $t+\tau$, with $\tau$ uniform between 0 and $T$. On the plateau each age group contributes $1/(2\kappa)$ per unit $\ln(t+\tau)$, and $d\ln(t+\tau)/d\ln t=t/(t+\tau)$. The neutralisation slope is multiplied by
\begin{equation}
\frac1T\int_0^T\frac{t\,d\tau}{t+\tau}=\frac tT\ln\left(1+\frac Tt\right).
\end{equation}
For $T=10$ s this is 0.69 at $t=10$ s and 0.995 at $10^3$ s.

The result \eqref{result} requires uniform trapping. For a density $Ne^{-x/\lambda}$ in a deep layer, $e^{-x/\lambda}=e^{-x_m/\lambda}z^{1/(2\kappa\lambda)}$, and the number neutralised per area and per unit $\ln t$ is
\begin{equation}
\frac{N}{2\kappa}e^{-x_m/\lambda}\int_0^\infty z^{1/(2\kappa\lambda)}e^{-z}dz
=\frac{N}{2\kappa}e^{-x_m/\lambda}\,
\Gamma\!\left(1+\frac1{2\kappa\lambda}\right).
\end{equation}
It falls as the front advances, so the recovery bends over.

\section{A 50 nm oxide}

Take $d=50$ nm, $L=10$ nm, $N=10^{18}$ cm$^{-3}$ and relative permittivity 3.9, with $\phi=3.1$ eV, $m=0.42$ electron masses and $\nu=10^{13}$ s$^{-1}$. These are rough typical values for thermal oxide on silicon. They give $2\kappa=11.69$ nm$^{-1}$ and $qN/\varepsilon=0.004640$ V/nm$^2$.

The advance is $\ln10/11.69=0.197$ nm per decade. The 10--90\% width is 0.264 nm, so the front needs more than a decade of time to pass a given depth. At $10^3$ s, $x_m=\ln(10^{16})/11.69=3.15$ nm; at $10^7$ s it is 3.94 nm. A tenfold error in $\nu$ would move the front by 0.197 nm and leave its advance per decade unchanged. The value $10^{13}$ s$^{-1}$ presumes a surface rich in conduction electrons, such as strongly inverted p-type silicon. At a depleted surface the supply, and with it $\nu$, is many orders of magnitude smaller, and the front lies nanometres shallower.

At $10^7$ s, $X=3.988$ nm and $s=0.110$ nm, so
\begin{equation}
\Delta V=-\frac{0.004640}{2}\left[46.012^2+0.110^2-40^2\right]
=-1.20\ \text{V}.
\end{equation}
A numerical solution of Poisson's equation for the computed profile gives the same value. At $10^3$ s the shift is $-1.37$ V, so four decades recover 0.170 V. The model's initial shift is $-2.09$ V: with all holes present at $t=0$, 81\% of the recovery up to $10^7$ s occurs before $10^3$ s. If the same holes are instead trapped steadily over 10 s, and recovery is counted from the end of that exposure, the share is 38\%.

The slope falls from 42.8 to 42.0 mV per decade. By \eqref{straight} the departure from a straight line is $0.788/(8\times46.4)=0.21\%$ of the recovery, or 0.36 mV. Were the trapped layer only 3 nm thick, it would already be exhausted at $10^3$ s, and \eqref{result} would not apply.

\section{Comparison with real oxides}

A 50 nm oxide is far thicker than the gate oxide of modern logic, but is of the order used in power devices. In an oxide a few nanometres thick, electrons also enter from the gate and the single-front result fails. In thick oxides the result still depends on uniform trapping. With $\lambda=3$ nm and the other parameters unchanged, the number neutralised per unit $\ln t$ at $10^7$ s is 0.77 of that at $10^3$ s. For uniform trapping in a flat barrier this number is constant, and the voltage slope falls by only 1.7\%.

The barrier is not flat either. The following estimates change one feature at a time and integrate the local decay constant through the barrier. A field of 1 MV/cm that lowers the barrier away from the silicon raises the advance to 0.210 nm per decade on average. The advance then also grows with depth, by about 1.5\% between $10^3$ and $10^7$ s, which nearly cancels the shrinking lever arm. The departure from a straight line drops from 0.21\% to about 0.03\%, and at 2 MV/cm it changes sign. The small curvature in \eqref{straight} is therefore not a prediction for a biased oxide. The trapped charge itself produces at most 0.46 MV/cm. The hole's Coulomb attraction, with relative permittivity 2.1 and a cutoff at 0.3 nm, puts the front at 4.41 nm at $10^7$ s, but changes the advance only to 0.203 nm per decade. The depth depends on the cutoff: 0.5 nm instead of 0.3 nm gives 4.32 nm, with the same advance to three digits. The hole's image charge in the silicon, left out here, would make the front about 0.06 nm shallower, and the electron's own image would make it about 0.1 nm deeper. A hole trapped for seconds is a static charge, for which the static permittivity 3.9 is arguably the better screening; with the 0.3 nm cutoff it gives 4.17 nm and 0.200 nm per decade. Electrons starting from the valence-band edge, 1.12 eV lower, would give 0.169 nm per decade if the mass stayed the same. That energy is near the middle of the oxide gap, where a parabolic band is doubtful: a two-band dispersion with a 9 eV gap, matched to the same $\kappa$ at 3.1 eV, gives about 0.19 nm. Raising the electron energy by $k_BT$ at 300 K changes the advance by about $k_BT/(2\phi)=0.4\%$.

Heat offers another exit. If a hole bound by $E$ escapes to the oxide valence band at the rate $\nu e^{-E/k_BT}$, with the same $\nu$ assumed, holes with $E<k_BT\ln(\nu t)$ have mostly gone by time $t$. At $10^7$ s this limit is 1.19 eV at 300 K and 1.58 eV at 398 K. Tunnelling alone describes the recovery only if the traps are deeper.

Finally, threshold voltage also responds to interface traps. A change of $7.3\times10^{10}$ elementary charges per cm$^2$ at the silicon surface would shift it by as much as the whole 0.170 V recovery. Reading a tunnelling front from threshold data therefore requires the interface charge to be constant or separately measured. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
barrier = 3.10 eV
oxide tunnelling mass = 0.42 m_e
rate prefactor = 1.0e+13 1/s
oxide thickness = 50.0 nm
trapped layer = 10.0 nm
trapped density = 1.0e+18 cm^-3
relative permittivity = 3.90
temperature = 300 K
kappa = 5.8458 1/nm
2 kappa = 11.6916 1/nm
slab decay: numeric 11.6691, formula 11.6707 1/nm
front advance = 0.1969 nm/decade
10-90% front width = 0.2638 nm
mean minus steepest depth = 0.0494 nm
front standard deviation = 0.1097 nm
q N / eps = 0.004640 V/nm^2
shift before neutralisation = -2.0879 V
t=1e+03 s: x_m=3.1511 nm, X=3.2005 nm, dV=-1.3692 V
t=1e+04 s: x_m=3.3480 nm, X=3.3974 nm, dV=-1.3265 V
t=1e+05 s: x_m=3.5450 nm, X=3.5944 nm, dV=-1.2840 V
t=1e+06 s: x_m=3.7419 nm, X=3.7913 nm, dV=-1.2417 V
t=1e+07 s: x_m=3.9389 nm, X=3.9882 nm, dV=-1.1996 V
Poisson shift at end = -1.1996 V
recovery in window = 0.1696 V
slope at start = 42.764 mV/decade
slope at end = 42.044 mV/decade
largest departure from chord = 0.3599 mV
departure / recovery = 0.212 %
3 nm layer neutralised at start = 3.0000 nm
Neglected effects:
flat barrier: end 3.939 nm, 0.1969 nm/decade
1 MV/cm field: end 4.076 nm, 0.2097 nm/decade
Coulomb pull: end 4.407 nm, 0.2026 nm/decade
valence start: end 3.376 nm, 0.1688 nm/decade
electron at +kT: end 3.955 nm, 0.1978 nm/decade
Coulomb cutoff = 0.30 nm
optical permittivity = 2.10
silicon gap = 1.12 eV
exposure = 10.0 s
exposure slope factor at 10 s = 0.6931
exposure slope factor at start = 0.9950
exponential trap length = 3.0 nm
its rate ratio, end/start = 0.7691
thermal emission depth, 300 K = 1.191 eV
thermal emission depth, 398 K = 1.579 eV
largest trapped-charge field = 0.464 MV/cm
interface charge equal to recovery = 7.311e+10 cm^-2
\end{verbatim}
